# Why Spin-Dependent Retardation Raises the K-alpha2 to K-alpha1 Ratio at Gold

## The result and its ingredients

K-alpha2 is the transition 2p$_{1/2}\to$1s and K-alpha1 is 2p$_{3/2}\to$1s. Their photon-number ratio $T$ would be $1/2$ if each 2p electron had the same decay rate. At gold, a Dirac–Slater calculation gives $T=0.588$. The dipole integrals favour K-alpha2 by 4%, too little to offset the 8% lost through its lower frequency; together these factors give 0.479. Retardation, the variation of the photon's phase across the atom, supplies the rise. Its spin-magnetic part strengthens the 2p$_{1/2}$ amplitude and weakens the 2p$_{3/2}$ amplitude.

Hartree atomic units are used, with $k=\omega/c$. Both lines are one-electron transitions in the same local central potential, with a filled 2p shell. Subscripts $f$ and $i$ denote 1s and 2p, and lines 2 and 1 denote K-alpha2 and K-alpha1. The orbitals are

$$\psi=\frac1r\begin{pmatrix}P\,\Omega_{\kappa m}\\ iQ\,\Omega_{-\kappa m}\end{pmatrix},\qquad \Omega_{-\kappa m}=-\sigma_r\Omega_{\kappa m},\quad \sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r},$$

with $\kappa=-1,\,1,\,-2$ for 1s, 2p$_{1/2}$, 2p$_{3/2}$. The golden rule gives the rate per 2p electron into an empty 1s shell:

$$A=\frac{\omega}{2\pi c}\,\frac1{2j+1}\sum_{m_i,m_f,\epsilon}\int d\Omega_k\,|M|^2,\qquad M=\langle f|\boldsymbol\alpha\cdot\boldsymbol\epsilon\,e^{-i\mathbf k\cdot\mathbf r}|i\rangle .$$

Linear polarizations are used, so $\boldsymbol\epsilon$ is real. The 2p$_{1/2}$ and 2p$_{3/2}$ subshells hold two and four electrons, hence $T=\tfrac12A_{1/2}/A_{3/2}$.

## The two amplitudes

Take $\mathbf k$ along $z$. With spherical Bessel functions $j_n(kr)$, the angular averages are

$$\langle e^{-ikz}\rangle=j_0,\qquad \langle\hat r_a\hat r_b e^{-ikz}\rangle=\tfrac13(j_0+j_2)\,\delta_{ab}-j_2\,\hat z_a\hat z_b .$$

The second has the only form allowed by axial symmetry. Its trace is $j_0$, and its $zz$ element is $-j_0''=(j_0-2j_2)/3$, as required.

**2p$_{1/2}$.** Let $\chi$ and $\chi'$ be the spinors of the final and initial states. The term $P_fQ_i$ connects two s-type spinors and gives $i j_0\,\chi^\dagger\boldsymbol\sigma\cdot\boldsymbol\epsilon\,\chi'$. The term $Q_fP_i$ carries $-i$ and contains

$$\sigma_r(\boldsymbol\sigma\cdot\boldsymbol\epsilon)\sigma_r=2(\boldsymbol\epsilon\cdot\hat{\mathbf r})\sigma_r-\boldsymbol\sigma\cdot\boldsymbol\epsilon .$$

Since $\boldsymbol\epsilon\perp\hat z$, its average is $[\tfrac23(j_0+j_2)-j_0]\,\boldsymbol\sigma\cdot\boldsymbol\epsilon=-\tfrac13(j_0-2j_2)\,\boldsymbol\sigma\cdot\boldsymbol\epsilon$. Therefore $M=iD_{1/2}\,\chi^\dagger\boldsymbol\sigma\cdot\boldsymbol\epsilon\,\chi'$, with

$$D_{1/2}=\int dr\left[P_fQ_i\,j_0+\tfrac13Q_fP_i\,(j_0-2j_2)\right].$$

The spin sum is 2 per polarization, so 4 in all; averaging over two initial states leaves 2. The angular integral gives $4\pi$, and $A_{1/2}=4\omega D_{1/2}^2/c$.

**2p$_{3/2}$.** Write $\Omega_{-2}=\sqrt3\,\hat r_aw_a/\sqrt{4\pi}$. Here $w_a$ is a vector of two-spinors with $\sigma_aw_a=0$ and $w_a^\dagger w_a=1$; the constraint leaves $6-2=4$ states. Using the average above, $\sigma_a(\boldsymbol\sigma\cdot\boldsymbol\epsilon)w_a=2\,\boldsymbol\epsilon\cdot\mathbf w$ and $\sigma_z(\boldsymbol\sigma\cdot\boldsymbol\epsilon)=-(\boldsymbol\sigma\cdot\boldsymbol\epsilon)\sigma_z$, one finds

$$M=i\sqrt3\,\chi^\dagger\left[X\,\boldsymbol\epsilon\cdot\mathbf w+Y\,(\boldsymbol\sigma\cdot\boldsymbol\epsilon)\,\sigma_zw_z\right],$$

$$X=\tfrac23\int dr\,(j_0+j_2)Q_fP_i,\qquad Y=\int dr\,j_2(P_fQ_i+Q_fP_i).$$

The sum over the four states uses the projector $\Pi_{ab}=\delta_{ab}-\sigma_a\sigma_b/3$. For $\boldsymbol\epsilon=\hat x$, the squares of the two structures each have trace $4/3$. Their overlap is $-\tfrac13\mathrm{Tr}(\sigma_x\sigma_z\sigma_z\sigma_x)=-\tfrac23$ and enters twice. With the prefactor 3, the sum is $4(X^2-XY+Y^2)$ per polarization. Two polarizations and four initial states give

$$A_{3/2}=\frac{4\omega}{c}(X^2-XY+Y^2)=\frac{4\omega}{c}\left[D_{3/2}^2+\tfrac34Y^2\right],\qquad D_{3/2}=\tfrac12Y-X .$$

Angular momentum and parity allow E1 and M2 here. The E1 operator must be proportional to $\boldsymbol\epsilon\cdot\mathbf w$. The normalized overlap of the $Y$ structure with it is $(-2/3)/(4/3)=-1/2$, so the E1 coefficient is $X-Y/2=-D_{3/2}$. The remainder is M2. Direct angular quadrature of the plane-wave matrix elements confirms both rates and this split.

## Contribution one: frequency and dipole integrals

Let $k\to0$ inside the Bessel functions while keeping the true $\omega$. For a local potential $c\boldsymbol\alpha=i[H,\mathbf r]$, so

$$\langle f|\boldsymbol\alpha|i\rangle=\frac ic(E_f-E_i)\langle f|\mathbf r|i\rangle=-ik\langle f|\mathbf r|i\rangle .$$

For 2p$_{1/2}$, $\langle\boldsymbol\epsilon\cdot\mathbf r\rangle=-\tfrac13R\,\chi^\dagger\boldsymbol\sigma\cdot\boldsymbol\epsilon\,\chi'$. For 2p$_{3/2}$ it is $(R/\sqrt3)\,\chi^\dagger\boldsymbol\epsilon\cdot\mathbf w$. Comparison with $M$ gives, in both cases,

$$D\to\frac{kR}{3},\qquad R=\int dr\,r\,(P_fP_i+Q_fQ_i).$$

Current and length forms agree in this limit, so the dipole contribution is well defined. A nonlocal exchange potential would add a commutator and spoil this simple identity.

Write $D_j=(kR_j/3)(1+\delta_j)$, where $\delta_j$ is the retardation shift. Then

$$T=\frac12\left(\frac{\omega_2}{\omega_1}\right)^3\left(\frac{R_2}{R_1}\right)^2\left(\frac{1+\delta_{1/2}}{1+\delta_{3/2}}\right)^2\frac1{1+\eta},$$

where $\eta=3Y^2/(4D_{3/2}^2)$ is the M2/E1 rate ratio in K-alpha1. The cube comes from one explicit $\omega$ in the rate and two from $k^2$.

## Contribution two: retardation

Use $j_0\simeq1-k^2r^2/6$ and $j_2\simeq k^2r^2/15$. The changes in the amplitudes are

$$\Delta D_{1/2}=-k^2\int dr\,r^2\left[\tfrac16P_fQ_i+\tfrac1{10}Q_fP_i\right],$$

$$\Delta D_{3/2}=k^2\int dr\,r^2\left[\tfrac1{10}Q_fP_i+\tfrac1{30}P_fQ_i\right].$$

At leading relativistic order $Q\simeq(P'+\kappa P/r)/(2c)$, and the two 2p functions share the same $P_i$. Thus $Q_f=(P_f'-P_f/r)/(2c)$, while $Q_i$ contains $+P_i/r$ for $j=1/2$ and $-2P_i/r$ for $j=3/2$. Subtracting,

$$\Delta D_{1/2}-\Delta D_{3/2}=-\frac{k^2}{10c}\int dr\,r^2\left[(P_fP_i)'-\frac{P_fP_i}{2r}\right].$$

Integration by parts turns the first term into $-2R$; the second is $-R/2$. The difference is therefore $k^2R/(4c)$. Dividing by $kR/3$ gives

$$\boxed{\delta_{1/2}-\delta_{3/2}\simeq\frac{3\omega}{4c^2}}$$

for any local potential at this order. The dipole integral has cancelled. The corresponding factor in $T$ is $1+3\omega/(2c^2)$. A numerical test in a non-Coulomb potential at low energy supports the rule.

### Why the sign depends on $j$

In the Pauli description the magnetic coupling is $\boldsymbol\sigma\cdot\mathbf B/(2c)$, with $\mathbf B=\nabla\times\mathbf A$. In the normalization of $M$, the first retarded term is

$$-\frac1{2c}\,\boldsymbol\sigma\cdot(\mathbf k\times\boldsymbol\epsilon)(\mathbf k\cdot\mathbf r).$$

Its E1 part comes from the antisymmetric combination of $\boldsymbol\sigma$ and $\mathbf r$, and equals $-(k^2/4c)\,\boldsymbol\epsilon\cdot(\boldsymbol\sigma\times\mathbf r)$. Now $\boldsymbol\sigma\times\mathbf r=i[\boldsymbol\sigma\cdot\mathbf L,\mathbf r]$. Since $\boldsymbol\sigma\cdot\mathbf L$ vanishes on 1s and has the value $\Lambda$ on 2p$_j$, the matrix element of $\boldsymbol\sigma\times\mathbf r$ is $-i\Lambda\langle\mathbf r\rangle$. The spin term is then $i\Lambda k^2\langle\boldsymbol\epsilon\cdot\mathbf r\rangle/(4c)$. Relative to the dipole amplitude $-ik\langle\boldsymbol\epsilon\cdot\mathbf r\rangle$, it is

$$\delta_j^{\rm spin}=-\frac{\omega}{4c^2}\Lambda,\qquad \Lambda_{1/2}=-2,\quad\Lambda_{3/2}=+1 .$$

The difference is $3\omega/(4c^2)$, the whole of the boxed result. Spin effects that survive when the phase is set to one are already contained in the long-wavelength amplitude $kR/3$, through both $k$ and $R$.

### The Coulomb case

For a hydrogen-like ion, $Q_f=-ZP_f/(2c)$. Also $Q_i=(3/r-Z/2)P_i/(2c)$ for $j=1/2$ and $Q_i=-ZP_i/(4c)$ for $j=3/2$. Let $S_n=\int r^nP_fP_i\,dr$. Since $P_fP_i\propto r^3e^{-3Zr/2}$, $S_2=10S_1/(3Z)$. Hence

$$\Delta D_{1/2}=-\frac{k^2}{c}\left[\frac{S_1}{4}-\frac{11ZS_2}{120}\right]=\frac{k^2S_1}{18c},$$

$$\Delta D_{3/2}=-\frac{7Zk^2S_2}{120c}=-\frac{7k^2S_1}{36c}.$$

Divide by $kS_1/3$ and use $\omega=3Z^2/8$:

$$\delta_{1/2}=+\frac1{16}\frac{Z^2}{c^2},\qquad\delta_{3/2}=-\frac7{32}\frac{Z^2}{c^2}.$$

The average $(\delta_{1/2}+2\delta_{3/2})/3$ removes the spin term and equals $-Z^2/(8c^2)$. A spinless electron gives the same value. Moving the derivative in $\langle1s|e^{-ikz}\partial_x|2p_x\rangle$ onto 1s gives a relative shift $-(k^2/2)(S_2/5S_0)$. With $S_2/S_0=80/(9Z^2)$ this is $-8k^2/(9Z^2)=-Z^2/(8c^2)$. Thus, in a Coulomb field, orbital retardation weakens both lines equally at leading order and cancels from $T$, whereas the spin term does not.

## Weighing the contributions at gold

The gold atom is treated with local exchange of coefficient $2/3$, a $-1/r$ potential tail, spherical occupations and a point nucleus. The photon energies are $\omega_2=2460.80$ hartree (66.96 keV) and $\omega_1=2528.17$ hartree (68.80 keV). The dipole integrals are $R_2=0.013875$ and $R_1=0.013608$ bohr. The last digits of the energies are kept only so that the ratios below can be reproduced. A more tightly converged solution of the same model raises $\omega_2$ by about 0.03 and $\omega_1$ by about 0.06 hartree, and leaves the keV values, $R_2$, $R_1$, the retardation shifts and $T$ unchanged at the digits given. Therefore

$$\left(\frac{\omega_2}{\omega_1}\right)^3=0.922,\qquad \left(\frac{R_2}{R_1}\right)^2=1.040,$$

$$T_{\rm no\ retardation}=0.5\times0.922\times1.040=0.479 .$$

The retardation shifts are $\delta_{1/2}=+0.0268$ and $\delta_{3/2}=-0.0744$, so

$$\left(\frac{1.0268}{0.9256}\right)^2=1.231,\qquad T=\frac{0.479\times1.231}{1.0033}=0.588 .$$

Logarithms make the factors additive. The total, $\ln(T/0.5)=+0.162$, consists of

- frequency: $-0.081$;
- dipole integrals: $+0.039$;
- retardation of the E1 amplitudes: $+0.207$;
- M2 emission in K-alpha1: $-0.003$.

The leading rule does not distinguish $\omega_1$ from $\omega_2$. It predicts a shift difference of 0.1010 with $\omega_1$ and 0.0983 with $\omega_2$; the calculation gives 0.1012. Both values lie within about 3% of the calculated difference. Since $(Z/c)^2\approx0.33$ is not very small, the leading-order derivation does not guarantee this accuracy, nor does it explain why $\omega_1$ gives the closer value. The linearized retardation factor, 1.202 with $\omega_1$, falls short of 1.231 mainly because it drops the products of shifts: even with the calculated difference, $1+2(0.1012)$ is only 1.202.

Terbium, treated in the same way, has a ratio of 0.489 without retardation and 0.558 with it. In a pure Coulomb field the full ratio grows from 0.501 at $Z=10$ to 0.568 at $Z=79$, while the long-wavelength ratio falls from 0.499 to 0.459. The opposite trends show that screening is not needed for the effect, although it changes its size.

## What the number means

The value 0.588 counts photons. Weighting each photon by its energy multiplies it by $\omega_2/\omega_1$ and gives 0.572. Both are model values from neutral-atom orbitals. They omit relaxation around the 1s hole, nonlocal exchange, the Breit interaction, quantum-electrodynamic corrections and nuclear size. Absorption on the way to a detector can also change an observed ratio, as can 2p vacancies that are not shared between the two subshells in proportion to their 2:4 occupation. The numerical output below gives the individual factors and the deviations from direct quadrature.

## Values computed for the example and the checks

```
speed of light c = 137.0360 a.u.; 1 hartree = 0.0272114 keV
Coulomb field, ratio K-alpha2/K-alpha1 (photon number):
  Z=10: full 0.5009, long-wavelength 0.4994
  Z=30: full 0.5085, long-wavelength 0.4948
  Z=50: full 0.5246, long-wavelength 0.4850
  Z=79: full 0.5677, long-wavelength 0.4590
shift/(Z/c)^2 at Z=10: 2p1/2 0.06282, 2p3/2 -0.21890
limits: 1/16 = 0.06250, -7/32 = -0.21875
spin-weighted mean -0.12499; spinless integral -1/8
non-Coulomb test: shift difference 1.4485e-03
  rule 3w/(4c^2) = 1.4485e-03
Tb atom, Dirac-Slater, Z=65, cycles 17
  K-alpha2 energy 1602.44 hartree = 43.605 keV
  K-alpha1 energy 1629.84 hartree = 44.350 keV
  dipole integral R2 0.017600 bohr, R1 0.017343 bohr
  retardation shift: 2p1/2 +0.01613, 2p3/2 -0.04906
  shift difference 0.06519, rule 3w1/(4c^2) 0.06509
  frequency factor 0.9504
  dipole factor 1.0298
  retardation factor 1.1418, leading rule 1.1302
  M2/E1 in K-alpha1 0.00138
  ratio without retardation 0.4894
  full photon-number ratio 0.5580
  energy-weighted ratio 0.5486
  rate per 2p electron, empty 1s: 2p1/2 0.22729 a.u., 2p3/2 0.20367 a.u.
  largest deviation from direct quadrature 2.2e-15
Au atom, Dirac-Slater, Z=79, cycles 18
  K-alpha2 energy 2460.80 hartree = 66.962 keV
  K-alpha1 energy 2528.17 hartree = 68.795 keV
  dipole integral R2 0.013875 bohr, R1 0.013608 bohr
  retardation shift: 2p1/2 +0.02679, 2p3/2 -0.07440
  shift difference 0.10119, rule 3w1/(4c^2) 0.10097
  frequency factor 0.9222
  dipole factor 1.0396
  retardation factor 1.2306, leading rule 1.2019
  M2/E1 in K-alpha1 0.00327
  ratio without retardation 0.4793
  full photon-number ratio 0.5879
  energy-weighted ratio 0.5723
  rate per 2p electron, empty 1s: 2p1/2 0.52239 a.u., 2p3/2 0.44426 a.u.
  largest deviation from direct quadrature 1.7e-15
```
